**Choosing the smearing width for a given k-point mesh**

A calculation on a metal with \(L\) k-points per direction can use a Fermi-Dirac width \(\sigma\) to smooth the Fermi step, although the target is the \(\sigma=0\) result. A large \(\sigma\) biases the answer and a small one leaves the Fermi step unresolved by the mesh. The decision is how \(\sigma\) should shrink as \(L\) grows, and what error to expect. The answer depends on which quantity is wanted: a logarithm appears for the electron number and the density of states of a chain, but not for its Fermi-Dirac grand potential (it returns for the order-4 corrected energy).

Units are Hartree, the lattice constant is 1, and electrons are spinless and independent in a fixed analytic band. Quantities are per cell at fixed chemical potential \(\mu\) unless stated. The error is \(A_L(\sigma)-A_\infty(0)\), mesh sum minus exact unsmeared integral.

## Back-of-envelope estimate

Take a bias \(a\sigma^p\) (Fermi-Dirac: \(p=2\)) and a sampling error \(b\,e^{-c\sigma L}\) with constant \(b\). The exponential comes from the pole of the Fermi function at \(\varepsilon=\mu+i\pi\sigma\), a distance \(\pi\sigma/v\) from the real \(k\) axis for Fermi velocity \(v\), so \(c=\pi/v\). Let \(X=c\sigma L\). Setting the \(\sigma\)-derivative of the sum to zero gives \(pa\sigma^{p-1}=bcL\,e^{-X}\). Take the \((p-1)\)-th root and multiply by \(\frac{cL}{p-1}e^{X/(p-1)}\):
\[ \frac{X}{p-1}e^{X/(p-1)}=z,\qquad z=\frac{cL}{p-1}\Big(\frac{bcL}{pa}\Big)^{1/(p-1)}, \]
so \(X^*=(p-1)W(z)\) with the Lambert function \(W\). Since \(W(z)\approx\ln z-\ln\ln z\) and \(\ln z=\frac{p}{p-1}\ln L+O(1)\), \(X^*=p\ln L-(p-1)\ln\ln L+O(1)\). Hence \(\sigma^*\sim\ln L/L\) and the error scales as \((\ln L/L)^p\). The approach is slow: for \(a=b=c=1\), \(X^*/\ln L\) at \(L=10^6\) is 1.720 for \(p=2\) and 3.085 for \(p=4\). The weak point is the constant \(b\).

## Smearing as an average over the chemical potential

Let \(f(x)=1/(e^x+1)\) and \(w=-f'=1/[4\cosh^2(x/2)]\). Then
\[ f\Big(\frac{\varepsilon-\mu}{\sigma}\Big)=\int w(x)\,\Theta(\mu+\sigma x-\varepsilon)\,dx, \]
because the right side is \(\int_{(\varepsilon-\mu)/\sigma}^\infty w\,dx\). Likewise \(-\sigma\ln(1+e^{-(\varepsilon-\mu)/\sigma})=\int w\,\min(\varepsilon-\mu-\sigma x,0)\,dx\), since both sides have \(\mu\)-derivative \(-f\) and vanish as \(\mu\to-\infty\). This holds state by state, so for the grand potential \(\Omega\), the number \(N=-\partial_\mu\Omega\) and the density of states \(g=\partial_\mu N\), on a mesh or not,
\[ A(\mu,\sigma)=\int w(x)\,A(\mu+\sigma x,0)\,dx .\]
Everything follows from \(I(\alpha)=\int w\,e^{i\alpha x}dx\). As \(w(x+2\pi i)=w(x)\), a rectangle of height \(2\pi\) gives \(I\,(1-e^{-2\pi\alpha})=2\pi i\,\mathrm{Res}_{x=i\pi}\). With \(x=i\pi+y\), \(\cosh(x/2)=i\sinh(y/2)\), so \(w=-1/y^2+O(1)\), and \(e^{i\alpha x}=e^{-\pi\alpha}(1+i\alpha y+\dots)\). The residue is \(-i\alpha e^{-\pi\alpha}\), and
\[ I(\alpha)=\frac{\pi\alpha}{\sinh\pi\alpha}=1-\frac{\pi^2\alpha^2}{6}+\frac{7\pi^4\alpha^4}{360}-\dots \]
Comparison with \(1-\alpha^2\langle x^2\rangle/2+\alpha^4\langle x^4\rangle/24\) gives \(\langle x^2\rangle/2=\pi^2/6\) and \(\langle x^4\rangle/24=7\pi^4/360\).

**Bias.** Taylor-expanding \(A_\infty(\mu+\sigma x,0)\), with \(\Omega''=-g\), gives the Sommerfeld expansion:
\[ \Delta\Omega=-\tfrac{\pi^2}{6}g\sigma^2-\tfrac{7\pi^4}{360}g''\sigma^4,\qquad \Delta N=\tfrac{\pi^2}{6}g'\sigma^2,\qquad \Delta g=\tfrac{\pi^2}{6}g''\sigma^2 .\]
It needs \(\sigma\) small against the distance from \(\mu\) to the nearest van Hove singularity.

**Sampling.** On the mesh \(k_j=(2\pi j+\varphi)/L\), the average of \(e^{ink}\) is \(e^{im\varphi}\) if \(n=mL\) and zero otherwise. At \(\varphi=0\) the sampling error is \(\delta A=\sum_{m\ne0}\hat A(mL)\), the aliased Fourier coefficients of the integrand. For a 1D band occupied on \(|k|<k_F\) at \(\sigma=0\), \(\hat N(n)=\int_{-k_F}^{k_F}\frac{dk}{2\pi}\cos nk=\sin(nk_F)/\pi n\). With \(dk_F/d\mu=1/v\), differentiation gives \(\hat g(n)=\cos(nk_F)/\pi v\). Integration gives \(\hat\Omega(n)=v\cos(nk_F)/\pi n^2\) up to relative order \(1/n\), as \(-\partial_\mu\) of this returns \(\hat N\) plus a term from \(dv/d\mu\) smaller by \(1/n\). Now average over \(\mu+\sigma x\), linearizing \(k_F\to k_F+\sigma x/v\). Each \(e^{imLk_F}\) is multiplied by \(I(mL\sigma/v)=mX/\sinh mX\). Adding \(\pm m\), with \(\theta=Lk_F\),
\[ \delta\Omega=\frac{2v}{\pi L^2}\sum_{m\ge1}\frac{\cos m\theta}{m}\frac{X}{\sinh mX},\qquad \delta N=\frac{2}{\pi L}\sum_{m\ge1}\sin m\theta\,\frac{X}{\sinh mX}, \]
\[ \delta g=\frac{2}{\pi v}\sum_{m\ge1}\cos m\theta\,\frac{mX}{\sinh mX}. \]
At fixed \(X\) the prefactor scales as \(L^{-q}\) with \(q=2,1,0\) for a kink, a step and a delta function. An occupation-weighted integral \(\int a(k)f\,dk\) with \(a(k)\) smooth and even and \(a(k_F)\neq0\) has a step, so \(q=1\) like \(N\) at fixed \(\mu\). At fixed \(N\) in such a band the leading error \(a(k_F)\,\delta N\) is removed when \(\mu\) readjusts, leaving \(q=2\): for the chain below with \(a=\cos k\) and \(X=5\), the error times \(L^2\) is 0.096, 0.097, 0.097 for \(L=1021,4093,16381\). This cancellation needs the same value of \(a\) at all Fermi points. At large \(X\), \(X/\sinh X\to2Xe^{-X}\).

**Exact check.** For \(\varepsilon=-2t\cos k\) no linearization is needed. Write \(\ln(1+e^{-x})=-x/2+\ln[2\cosh(x/2)]\) and use \(\cosh(x/2)=\prod_{n\ge0}[1+x^2/((2n+1)\pi)^2]\). With \(z_n=\mu+i\pi\sigma(2n+1)\), the integrand of \(\Omega\) is \((\varepsilon-\mu)/2-2\sigma\,\mathrm{Re}\sum_{n\ge0}\ln(z_n-\varepsilon)\) plus constants, and the linear term has no aliasing for \(L>1\). Define \(|\lambda|<1\) by \(z=-t(\lambda+1/\lambda)\). Multiplying out confirms \(z+2t\cos k=(-t/\lambda)(1-\lambda e^{ik})(1-\lambda e^{-ik})\). The series \(\ln(1-\lambda e^{\pm ik})=-\sum_j\lambda^je^{\pm ijk}/j\) integrates to zero, while the mesh keeps \(j=mL\) and gives \(L^{-1}\ln(1-\lambda^L)\). Using \(d\lambda/dz=-\lambda/[t(\lambda-1/\lambda)]\) for the \(\mu\)-derivative,
\[ \delta\Omega=-\frac{4\sigma}{L}\mathrm{Re}\sum_{n\ge0}\ln(1-\lambda_n^L),\qquad \delta N=4\sigma\,\mathrm{Re}\sum_{n\ge0}\frac{\lambda_n^L}{(1-\lambda_n^L)\,t(\lambda_n-1/\lambda_n)} .\]
The numerical check tests both against mesh sums to \(10^{-8}\) relative. Writing \(\lambda_0=e^{ik^*}\) gives \(\varepsilon(k^*)=\mu+i\pi\sigma\), so \(k^*=k_F+k'(i\pi\sigma)+k''(i\pi\sigma)^2/2+k'''(i\pi\sigma)^3/6+\dots\), with primes for energy derivatives of \(k(\varepsilon)\) and \(k'=1/v\). The first term gives the decay rate \(c\sigma\); the next two are what the linearization drops.

## The controlled balance

An order-\(p\) scheme is built from Fermi-Dirac data by applying \(1-\frac{\sigma}{2j}\partial_\sigma\) for \(j=1,2,\dots\); the \(j\)-th factor annihilates \(\sigma^{2j}\) and raises \(p\) by 2. On \(X^re^{-X}\) it acts as \(1-\frac{X}{2j}\partial_X\), whose leading result is \(X^{r+1}e^{-X}/2j\). Starting from \(r=1\) at \(p=2\), \(r=p/2\). At the mesh phase where bias and sampling error have the same sign, and at large \(X\),
\[ |E|=A\,X^pL^{-p}+B\,L^{-q}X^{r}e^{-X},\qquad A=|a|/c^p .\]
Setting \(dE/dX=0\) gives \(pAX^{p-1}L^{-p}=BL^{-q}X^re^{-X}(1-r/X)\), and taking logarithms,
\[ X^*=(p-q)\ln L-\Big(\frac p2-1\Big)\ln X^*+\ln\frac{B}{pA}+\ln\Big(1-\frac{r}{X^*}\Big). \]
For \(p>q\), \(X^*\approx(p-q)\ln L\). The same condition shows sampling/bias \(=p/(X^*-r)\to0\), so \(|E|\approx|a|[(p-q)\ln L/cL]^p\). The power \((\ln L/L)^p\) survives, with \(p-q\) in place of \(p\). For \(p=q\) both terms scale as \(L^{-p}\), \(X^*\) does not grow, and there is no logarithm. At other phases the two errors can cancel by accident, which cannot be relied on.

## Worked example: a chain at quarter filling

Take \(t=0.1\) Ha and \(k_F=\pi/4\), so \(\mu=-0.141421\) Ha, \(v=2t\sin k_F=0.141421\) Ha and \(c=22.2144\) Ha\(^{-1}\). With \(D=4t^2-\varepsilon^2\), \(g=1/\pi D^{1/2}\), \(g'=\varepsilon/\pi D^{3/2}\), \(g''=(D+3\varepsilon^2)/\pi D^{5/2}\), \(g'''=(9\varepsilon D+15\varepsilon^3)/\pi D^{7/2}\). At \(\mu\), \(D=v^2\) and \(\varepsilon=-v\), so \(g=1/\pi v\), \(g'=-1/\pi v^2\), \(g''=4/\pi v^3\), \(g'''=-24/\pi v^4\).

Since \(k'=\pi g\), \(k''=-1/v^2\) and \(k'''=4/v^3\). The phase \(L\,\mathrm{Re}\,k^*\) then shifts by \(X^2/2L\), which matters only at second order where the sine or cosine is extremal, and the decay rate is \(c\sigma-\frac23(c\sigma)^3\). At \(\sigma=0.004\) Ha this is \(0.08886-0.00047=0.08839\), against the exact 0.08840.

**Number, \(p-q=1\).** The bias is negative, so take \(L\equiv6\pmod 8\), where \(\sin\theta=-1\) and \(\sin2\theta=0\). With \(\sigma=vX/\pi L\), the bias is \(\frac{\pi^2}{6}\frac{1}{\pi v^2}\frac{v^2X^2}{\pi^2L^2}\) in size, so
\[ |E|=\frac{4Xe^{-X}}{\pi L}+\frac{X^2}{6\pi L^2},\qquad \frac{4(X-1)e^{-X}}{\pi L}=\frac{X}{3\pi L^2}\;\Rightarrow\; e^X=12L\,(1-1/X). \]
For \(L=102\): \(X=4.625+\ln12+\ln(1-1/6.955)=4.625+2.485-0.155=6.955\). The bias part is \(6.955^2/(6\pi\cdot102^2)=2.467\times10^{-4}\), the sampling part is \(2/5.955\) of that, \(0.828\times10^{-4}\), and the total is \(3.295\times10^{-4}\) electrons per cell. On the true mesh sum this local minimum of \(|E|\) lies at \(X^*=6.931\), so \(\sigma^*=6.931/(22.2144\times102)=3.06\times10^{-3}\) Ha \(=0.083\) eV, with bias \(-2.483\times10^{-4}\), sampling \(-0.846\times10^{-4}\) and total \(-3.329\times10^{-4}\). The formula is 1% below the mesh total. The minimum is only local: at fixed \(\mu\), \(N\to1/2\) as \(\sigma\to\infty\), so the error also crosses zero near \(\sigma=0.074\) Ha, an accidental cancellation outside the range of the Sommerfeld expansion. At this \(\sigma\) the quadratic bias is \(26.18\times(3.0587\times10^{-3})^2=2.449\times10^{-4}\); the quartic term has relative size \(\frac{7\pi^2}{60}\frac{g'''}{g'}\sigma^2=2.8(X/L)^2=1.3\%\), which accounts for most of the excess of the computed bias over the quadratic one. Without smearing, 25 mesh points have \(|j|<102/8\), and \(25/102-1/4=-4.90\times10^{-3}\), larger by a factor 14.7. This gain belongs to this mesh phase: at \(X=0\) the series for \(\delta N\) sums to \((\pi-\theta)/\pi L\) for \(0<\theta<2\pi\), which is \(-1/2L\) here but zero at \(\theta=\pi\) (\(L\equiv4\pmod8\)), where the unsmeared \(N\) is exact. Neither \(\ln L=4.625\) nor the back-of-envelope value \(2\ln L=9.25\) is close to 6.931: at this \(L\) the constant \(\ln12\) is not negligible.

**Density of states, \(p-q=2\).** For \(L\equiv0\pmod8\), \(\cos\theta=1\) and both errors are positive: \(\pi vE=4Xe^{-X}+2X^2/3L^2\). Then \(4(X-1)e^{-X}=4X/3L^2\), or \(e^X=3L^2(1-1/X)\).

**Order-4 energy, \(p-q=2\).** With the entropy \(S=-\partial_\sigma\Omega\), \(\Omega_4=(1-\frac\sigma2\partial_\sigma)\Omega=\Omega+\sigma S/2\), the mean of \(\Omega\) and \(U-\mu N\), where \(U\) is the internal energy. The \(\sigma^4\) term is multiplied by \(1-2=-1\), so the bias is \(+\frac{7\pi^4}{360}g''\sigma^4\), and \(4Xe^{-X}\to4Xe^{-X}-2X(1-X)e^{-X}=2(X+X^2)e^{-X}\). For \(L\equiv0\pmod 8\),
\[ \frac{\pi L^2}{v}E=2(X+X^2)e^{-X}+\frac{7X^4}{90L^2}. \]
The derivative condition \(2(X^2-X-1)e^{-X}=14X^3/45L^2\) gives \(e^X=\frac{45}{7}L^2(X^2-X-1)/X^3\).

| quantity, \(L\) | \(X^*\) mesh | \(X^*\) formula | error, mesh |
|---|---|---|---|
| \(N\), 1022 | 9.300 | 9.301 | \(5.45\times10^{-6}\) |
| \(N\), 102398 | 13.947 | 13.947 | \(1.14\times10^{-9}\) |
| \(g\), 512 | 13.488 | 13.498 | \(1.21\times10^{-3}\) Ha\(^{-1}\) |
| \(g\), 4096 | 17.675 | 17.676 | \(3.13\times10^{-5}\) Ha\(^{-1}\) |
| \(\Omega_4\), 512 | 11.766 | 11.775 | \(1.38\times10^{-9}\) Ha |
| \(\Omega_4\), 4096 | 15.674 | 15.674 | \(9.69\times10^{-13}\) Ha |

As for \(N\), the minima for \(g\) and \(\Omega_4\) are local: at \(L=512\) their errors also cross zero by accident, near \(\sigma=0.035\) and \(0.021\) Ha, where the leading Sommerfeld term no longer describes the bias. The slopes \(dX^*/d\ln L\) between the two largest meshes of each series (for \(N\) these are \(L=102398\) and \(L=10238\), the latter not tabulated, with \(X^*=11.629\)) are 1.007, 2.014 and 1.879, against \(p-q=1,2,2\); the constant-\(b\) estimate would tend to 2, 2, 4. The shortfall for \(\Omega_4\) is the \(-\ln X^*\) term, which makes the slope about \(2/(1+1/X^*)\).

## The Fermi-Dirac energy has no logarithm

Here \(p=q=2\). The bias times \(\pi L^2/v\) is \(-\frac{\pi^2}{6}\frac{\sigma^2}{\pi v}\frac{\pi L^2}{v}=-X^2/6\), so to leading order in \(1/L\)
\[ \frac{\pi L^2}{v}E=\Phi(\theta,X)=-\frac{X^2}{6}+2\sum_{m\ge1}\frac{\cos m\theta}{m}\frac{X}{\sinh mX}, \]
with no other dependence on \(L\). At \(X=0\) the sum is the Fourier series of \(\pi^2/3-\pi\theta+\theta^2/2\) on \([0,2\pi]\): \(+\pi^2/3\) at \(\theta=0\) (a mesh point at \(k_F\)) and \(-\pi^2/6\) at \(\theta=\pi\) (\(k_F\) midway, reached by the shift \(\varphi=\pi\), which inserts \((-1)^m\)). The mesh with \(L=4096\) gives 3.2899 and \(-1.6449\); the second is evaluated at \(X=0.2\), where the correction \(4Xe^{-\pi^2/X}\) derived below is negligible. The unsmeared error is already \(O(L^{-2})\), so \(\sigma\sim\ln L/L\) would make the energy worse by \((\ln L)^2\).

Because \(\partial_\sigma\Omega_L=-S_L\le0\), smearing only lowers \(\Omega_L\): at \(\theta=\pi\) it always hurts, while at \(\theta=0\) the error shrinks until \(\Phi\) crosses zero near \(X=\pi^2/(6\ln2)\approx2.4\). Beyond that \(\Phi\) grows with the opposite sign, exceeds the unsmeared error in size from \(X\approx4.6\), and approaches \(-X^2/6\). For unknown \(\theta\), the worst error is at least \(\max[\Phi(0,X),-\Phi(\pi,X)]\). The first falls and the second rises with \(X\), so this bound is least where they cross, at \(X_0\); a scan over \(\theta\) in the program confirms that no other phase is worse there. To locate \(X_0\), use \(\Omega_L(\sigma)-\Omega_L(0)=-\frac{\sigma}{L}\sum_j\ln(1+e^{-|x_j|})\), where \(x_j=(\varepsilon_j-\mu)/\sigma\) has spacing \(2\pi v/L\sigma=2\pi^2/X\) and the scaled prefactor is \(\frac\sigma L\frac{\pi L^2}{v}=X\). At \(\theta=0\) two states sit at \(x=0\); at \(\theta=\pi\) four sit at \(|x|=\pi^2/X\). Keeping these, \(\pi^2/3-2X\ln2=\pi^2/6+4Xe^{-\pi^2/X}\), so \(X_0\approx\pi^2/(12\ln2)\approx1.187\), lowered slightly by the last term. The full series gives \(X_0=1.18574\) and \(\Phi=1.646\); mesh sums give 1.18577, 1.18574, 1.18574 for \(L=64,512,4096\). At \(L=64\), \(\sigma=8.34\times10^{-4}\) Ha and \(E=1.646\times0.141421/(\pi\cdot64^2)=1.81\times10^{-5}\) Ha. Smearing buys a factor of two over the worst unsmeared case, and no power of \(L\).

At fixed \(N\) the free energy is \(F=\Omega+\mu N\) at its stationary point. On the mesh \(\mu\) shifts by \(\eta\) with \(g\eta+\delta N=0\), neglecting \(\delta g/g=2\sum_m\cos m\theta\,mX/\sinh mX\). This ratio does not shrink with \(L\) and is small only at large \(X\); at smaller \(X\) the coefficient below changes, but \(\eta\sim1/L\) only shifts the phase \(\theta\) by \(L\eta/v\), so the \(L^{-2}\) scale remains. Expanding to second order, \(F_L-F=\delta\Omega-g\eta^2/2-\delta N\,\eta=\delta\Omega+\delta N^2/2g\). Both terms scale as \(L^{-2}\) at fixed \(X\), so \(q=2\) is unchanged. For \(L=1022\), \(X=5\), the mesh gives \(4.41\times10^{-10}\) Ha and \(\delta\Omega+\delta N^2/2g\), with \(\delta\Omega\) and \(\delta N\) taken from the mesh, gives \(4.43\times10^{-10}\) Ha. This \(L\) has \(\cos\theta=0\), so the leading parts of \(\delta\Omega\) and of \(\delta g/g\) (amplitude \(2X/\sinh X=0.135\) at \(X=5\)) both vanish, and the comparison tests mainly the \(\delta N^2/2g\) term. For odd \(L\), \(\delta g/g\approx\pm0.095\) changes that term by about 10%, but \(\delta\Omega\) is then larger than it by \(|\cos\theta|\sinh X/(X\sin^2\theta)\approx21\), so the totals agree about as closely.

## Curved Fermi surfaces

In 2D the aliased harmonics are \(\mathbf n=(m_1L,m_2L)\). For an inversion-symmetric convex pocket, integrating along \(\mathbf n\) gives \(\sin(|\mathbf n|k_\parallel)/\pi|\mathbf n|\). Near the point \(\mathbf k^*\) whose normal is along \(\mathbf n\), \(k_\parallel=k^*_\parallel-\kappa k_\perp^2/2\) with curvature \(\kappa\). The Fresnel integral \(\int\frac{dk_\perp}{2\pi}e^{-i|\mathbf n|\kappa k_\perp^2/2}=\frac1{2\pi}\sqrt{2\pi/|\mathbf n|\kappa}\,e^{-i\pi/4}\), followed by the \(\mu\)-average with \(dk^*_\parallel/d\mu=1/v(\mathbf k^*)\), yields to leading order
\[ \hat N(\mathbf n)=\frac{\sin(\mathbf n\cdot\mathbf k^*-\pi/4)}{2\pi^2|\mathbf n|}\sqrt{\frac{2\pi}{|\mathbf n|\kappa}}\;\frac{X_n}{\sinh X_n},\qquad X_n=\frac{\pi\sigma|\mathbf n|}{v(\mathbf k^*)} .\]
Each curved transverse direction adds \(1/2\) to \(q\), so \(q\to q+(d-1)/2\).

Take \(\varepsilon=-2t(\cos k_x+\cos k_y)\) with the pocket crossing the axis at \(k_F=\pi/4\) (\(\mu=-0.34142\) Ha). Expanding the contour, \(-\sin k_F\,\delta k_x-k_y^2/2=0\) gives \(\kappa=1/\sin k_F=1.4142\). On the diagonal, at \(k_x=k_y=k_d=0.5480\), \(-\sqrt2\sin k_d\,\delta k_\parallel-\cos k_d\,k_\perp^2/2=0\) gives \(\kappa=1/(\sqrt2\tan k_d)=1.1584\), with \(v=2\sqrt2t\sin k_d=0.1474\) Ha. Summing the \((L,0)\), \((2L,0)\) and \((L,L)\) families, four members each, at \(X=6\) gives \(1.715\times10^{-6}\) against the mesh value \(1.718\times10^{-6}\) at \(L=403\), and \(5.405\times10^{-7}\) against \(5.424\times10^{-7}\) at \(L=803\). The product \(\delta N\,L^{3/2}\) is not constant, 0.0139 and 0.0123. Both \(L\) are \(3\pmod 8\), so the axis terms have equal phases, and in the formula the difference comes from the diagonal phase \(2Lk_d\).

So \(N\) keeps the logarithm in 2D, with \(p-q=1/2\). On a fully curved 3D surface, \(q=2=p\), and a fixed \(X\) already gives \(O(L^{-2})\); this case follows from the same argument but is not computed here. When \(p<q\), fixed \(X\) gives a bias-dominated \(O(L^{-p})\), which is an attainable error and not the optimum; smaller \(X\) involves many harmonics at once and is outside this analysis. Sheets that are flat normal to a mesh axis have no Fresnel factor and keep the 1D values of \(q\). With several sheets, the slowest decay with \(\sigma\) belongs to the smallest \(|\mathbf n|/v(\mathbf k^*)\), so a fast sheet facing the mesh diagonal can matter less than a slower one facing a mesh axis. The treatment fails for \(\mu\) within a few \(\sigma\) of a van Hove point, where \(k_F(\mu)\) cannot be linearized.

## Gaussian smearing

The rate \(e^{-c\sigma L}\) belongs to the Fermi-Dirac poles. For the occupation \(\frac12\mathrm{erfc}\,x\), \(w=e^{-x^2}/\sqrt\pi\) and completing the square gives \(I(\alpha)=e^{-\alpha^2/4}\), so \(\langle x^2\rangle/2=1/4\) and the bias is \(g'\sigma^2/4\). With \(u=\sigma L/v\), for \(N\) in the chain at \(\sin\theta=-1\),
\[ |E|=\frac{2e^{-u^2/4}}{\pi L}+\frac{u^2}{4\pi L^2},\qquad \frac{u\,e^{-u^2/4}}{\pi L}=\frac{u}{2\pi L^2}\;\Rightarrow\; u^{*2}=4\ln 2L,\quad |E|=\frac{1+\ln2L}{\pi L^2}. \]
Thus \(\sigma^*\sim\sqrt{\ln L}/L\), and the error carries one power of \(\ln L\) instead of two. At \(L=10238\), mesh and formula both give \(u^*=6.3014\) and \(|E|=3.32\times10^{-8}\), against \(8.13\times10^{-8}\) for optimal Fermi-Dirac smearing on the same mesh.

## Computed values

```
t = 0.1 Ha, kF = 0.785398, mu = -0.141421 Ha, v = 0.141421 Ha, c = 22.2144 1/Ha
g = 2.25079 1/Ha, g' = -15.9155 1/Ha^2, g'' = 450.158 1/Ha^3
N(0) = 0.2500 per cell, Om(0) = -0.00966048 Ha
model a=b=c=1, p=2: X*/ln L at L=1e2,1e4,1e6: 1.439 1.631 1.720
model a=b=c=1, p=4: X*/ln L at L=1e2,1e4,1e6: 2.193 2.792 3.085
bias check at sigma = 0.001 Ha (mesh value / sigma^p, formula):
  Om: -3.7033, -3.7024 1/Ha
  N: -26.2163, -26.1799 1/Ha^2
  g: 742.6713, 740.4805 1/Ha^3
  Om4: 857.2050, 852.6291 1/Ha^3
  N Gauss: -3.9795, -3.9789 1/Ha^2
L=30, sigma=0.004 Ha: dOm = 3.269698e-06 Ha, dN = -7.960704e-03 (mesh = Matsubara)
L=33, sigma=0.004 Ha: dOm = 1.578764e-05 Ha, dN = 4.801490e-03 (mesh = Matsubara)
decay rate at sigma=0.004 Ha: -ln|lambda0| = 0.08840, c sigma = 0.08886
N: L, X* mesh, X* formula, sigma* (Ha), |error| mesh, formula
  102 6.931 6.955 3.0587e-03 3.3288e-04 3.2947e-04
  1022 9.300 9.301 4.0964e-04 5.4531e-06 5.4523e-06
  10238 11.629 11.629 5.1131e-05 8.1324e-08 8.1324e-08
  102398 13.947 13.947 6.1314e-06 1.1362e-09 1.1362e-09
  slope dX*/dlnL (last two L) = 1.007, p-q = 1
g: L, X* mesh, X* formula, sigma* (Ha), |error| mesh, formula 1/Ha
  512 13.488 13.498 1.1859e-03 1.2136e-03 1.2098e-03
  4096 17.675 17.676 1.9426e-04 3.1298e-05 3.1295e-05
  slope dX*/dlnL (last two L) = 2.014, p-q = 2
Om4: L, X* mesh, X* formula, sigma* (Ha), |error| mesh, formula Ha
  512 11.766 11.775 1.0344e-03 1.3814e-09 1.3770e-09
  4096 15.674 15.674 1.7226e-04 9.6949e-13 9.6942e-13
  slope dX*/dlnL (last two L) = 1.879, p-q = 2
example L=102: sigma* = 3.0587e-03 Ha = 0.0832 eV, ln L = 4.625
  N bias = -2.4825e-04, sampling = -8.4631e-05, total = -3.3288e-04
  unsmeared N error = -4.9020e-03, gain = 14.7
Om: X0 = 1.18574, Phi(0,X0) = 1.64609
  L=64: X0 mesh = 1.18577, sigma = 8.3403e-04 Ha, error = 1.8096e-05 Ha
  L=512: X0 mesh = 1.18574, sigma = 1.0425e-04 Ha, error = 2.8267e-07 Ha
  L=4096: X0 mesh = 1.18574, sigma = 1.3031e-05 Ha, error = 4.4167e-09 Ha
  unsmeared scaled errors: 3.2899 (theta=0), -1.6449 (theta=pi)
fixed N, L=1022, X=5.0: dF = 4.4114e-10 Ha, dOm + dN^2/2g = 4.4295e-10 Ha
Gauss N: L, u* mesh, sqrt(4 ln 2L), sigma* (Ha), |error| mesh, formula
  10238 6.3014 6.3014 8.7044e-05 3.3183e-08 3.3183e-08
  102398 6.9942 6.9942 9.6597e-06 4.0162e-10 4.0162e-10
2D: mu = -0.34142 Ha, axis curvature = 1.4142, diagonal k = 0.5480, v = 0.1474 Ha, curvature = 1.1584
  L=403, X=6.0: dN mesh = 1.7183e-06, formula = 1.7150e-06, dN L^1.5 = 0.0139
  L=803, X=6.0: dN mesh = 5.4236e-07, formula = 5.4053e-07, dN L^1.5 = 0.0123
```
